# Small-Polaron Mobility from Nonadiabatic Marcus Hops: Two Derivations, part 2

A small polaron of charge $+e$ hops between equivalent sites of an fcc lattice with cubic constant $a$. Each site has twelve neighbours, at $(\pm a/2,\pm a/2,0)$ and permutations. The electronic coupling is $J$, and $k$ is the hop rate to one neighbour. Mode $q$ of the harmonic lattice has frequency $\omega_q$ and squared displacement $S_q$. The reorganization energy is $\lambda=\sum_q S_q\hbar\omega_q$, and $\theta_q=\hbar\omega_q/2kT$.

The first derivation treats the phonons as quantum oscillators, to second order in $J$:

$$
k=\frac{J^2}{\hbar^2}\,e^{-\sum S_q\tanh(\theta_q/2)}
\int_{-\infty}^{\infty}dt\,
\exp\left[-\sum_q\frac{S_q(1-\cos\omega_qt)}{\sinh\theta_q}\right]. \tag{4}
$$

This quantum rate is called $k_{\rm q}$ below. Its high-temperature limit is the Marcus rate, which $k$ denotes from here on:

$$
k=\frac{J^2}{\hbar}\sqrt{\frac{\pi}{\lambda kT}}\;e^{-\lambda/4kT}. \tag{5}
$$

The random walk gives the diffusion coefficient $D=a^2k$, and the Einstein relation $\mu=eD/kT$ then gives the mobility:

$$
\mu=\frac{ea^2}{kT}\,\frac{J^2}{\hbar}\sqrt{\frac{\pi}{\lambda kT}}\;e^{-\lambda/4kT}. \tag{1}
$$

The second derivation makes the lattice classical. The energy gap $X$, final minus initial carrier position at fixed lattice configuration, is Gaussian with mean $\lambda$ and variance $2\lambda kT$. The carrier can hop when $X=0$, where the probability density is

$$
p(0)=\frac{1}{\sqrt{4\pi\lambda kT}}\exp\left[-\frac{\lambda^2}{2(2\lambda kT)}\right]
=\frac{e^{-\lambda/4kT}}{\sqrt{4\pi\lambda kT}} . \tag{8}
$$

The gap velocity $v=\dot X$ has distribution $w(v)$, independent of $X$ at the same instant. For weak coupling, each crossing transfers the carrier with probability $P=2\pi J^2/\hbar|v|$. If crossings do not interfere,

$$
k=\int p(0)\,w(v)\,|v|\,\frac{2\pi J^2}{\hbar|v|}\,dv
=\frac{2\pi J^2}{\hbar}\,p(0). \tag{9}
$$

This again gives (5). The mobility is now to be found from the drift velocity in a field.

The example has $\lambda=1.20$ eV, $J=5.0$ meV and $a=0.44$ nm. Its main temperature is 600 K, where $kT=0.0517$ eV.

### Drift in a field

Apply a field $F$ along a cube axis. A hop with displacement $x$ changes the carrier's energy by $\Delta G=-eFx$. The mean gap becomes $\lambda+\Delta G$, with its variance unchanged, so the exponent in $p(0)$ becomes $-(\lambda+\Delta G)^2/4\lambda kT$.

Let $\delta=eFa/2$. Four neighbours lie forward at $x=a/2$ and four backward at $x=-a/2$. Their rates are

$$
k_\pm=k\exp\left[\pm\frac{\delta}{2kT}-\frac{\delta^2}{4\lambda kT}\right],
$$

as follows from $(\lambda\mp\delta)^2=\lambda^2\mp2\lambda\delta+\delta^2$. Their ratio is $e^{\delta/kT}$, as detailed balance requires for two sites that differ in energy by $\delta$.

All sites are equivalent, so a uniform occupation is steady in the field. The drift velocity is

$$
u=4\,\frac a2\,(k_+-k_-)
=4ak\,e^{-\delta^2/4\lambda kT}\sinh\frac{\delta}{2kT}. \tag{10}
$$

For a weak field, $\sinh(\delta/2kT)\approx eFa/4kT$ and the other factor tends to one:

$$
\mu=\frac uF=\frac{ea^2k}{kT}.
$$

This is the earlier mobility, obtained without the Einstein relation. Since the random walk gives $D=a^2k$, the relation $\mu=eD/kT$ is now a result. The factor $1/T$ measures how weakly a given field biases the hops against thermal energy. The steady state of the hopping equations on 864 sites, solved numerically in a field of $10^{-3}$ MV/cm, reproduces the mobility to within one part in $10^4$ at 300, 600 and 1000 K.

### What each derivation assumes

Both derivations take a harmonic lattice with unchanged frequencies, a coupling independent of lattice coordinates, equivalent sites, dilute carriers and re-equilibration between hops. They differ in four respects.

- The first treats phonons as quantum oscillators and takes the high-temperature limit at the end. The second makes the lattice classical and counts transfer only at isolated crossings, so it has no nuclear tunnelling.
- The first needs a phonon band wide enough for its correlation function to decay. The second replaces this by the assumption that crossings do not interfere. In the example this is not well met for neighbouring crossings, and the comparison with the quantum rate below shows the total error at weak coupling.
- The first is second order in $J$ and does not show how the law fails when $J$ grows. The second can be extended beyond small hop probabilities.
- The first obtains the mobility from equilibrium and diffusion. The second follows the current and also gives the response to a strong field.

Each derivation can thus estimate an error that the other leaves open.

### Nuclear tunnelling

Expand (4) one order further, with $\beta=1/kT$. Let $\langle E^2\rangle$ be the average of $(\hbar\omega_q)^2$ weighted by each mode's share of $\lambda$. Three corrections to $\ln k$ arise.

First, $\tanh(\theta/2)\approx\theta/2-\theta^3/24$. The second term lowers the effective barrier and adds $\sum S_q\theta_q^3/24=\beta^3\lambda\langle E^2\rangle/192$. Second, $1/\sinh\theta\approx(1-\theta^2/6)/\theta$ reduces the coefficient of $t^2$ by the relative amount $\beta^2\langle E^2\rangle/24$. The integral varies as the inverse square root of that coefficient, so its logarithm gains $\beta^2\langle E^2\rangle/48$. Third, the term $-\omega^4t^4/24$ in $1-\cos\omega t$ adds to the exponent

$$
\sum_q\frac{S_q\omega_q^4t^4}{24\,\theta_q}=\frac{\lambda kT\langle E^2\rangle}{12\hbar^4}\,t^4 .
$$

Under the Gaussian, $\langle t^2\rangle=\hbar^2/2\lambda kT$ and $\langle t^4\rangle=3\langle t^2\rangle^2$, so the average of this term is $\beta\langle E^2\rangle/16\lambda$. Altogether

$$
\ln\frac{k_{\rm q}}{k}\approx\langle E^2\rangle\left[
\frac{\beta^3\lambda}{192}+\frac{\beta^2}{48}+\frac{\beta}{16\lambda}\right]. \tag{11}
$$

In the example the phonon band is centred at 50 meV with a half-width of 15 meV. The reorganization energy is distributed over it with a semielliptic weight, for which the mean square energy is $50^2+15^2/4$ meV², and the root-mean-square energy is 50.56 meV. At 600 K equation (11) gives a factor of 1.148, and the full time integral gives 1.145. The results of the full integral are as follows.

| T (K) | Marcus $\mu$ (cm²/Vs) | Quantum/Marcus |
|---|---:|---:|
| 300 | $2.61\times10^{-7}$ | 2.51 |
| 600 | $3.06\times10^{-5}$ | 1.145 |
| 1000 | $1.45\times10^{-4}$ | 1.03 |

At 300 K the simple law is low by a factor of 2.5, and (11) is itself rough, since it gives 2.74. Tunnelling also changes the slope: at 600 K the quantum-phonon mobility, plotted as $\ln(\mu T^{3/2})$, gives 0.281 eV instead of 0.300 eV.

### When the coupling is not weak

The crossing probability can be found for any $J$ while $v$ is constant. Take $v>0$, and let $c_1$ be the amplitude on the initial site with its own phase removed. Eliminating the other amplitude gives

$$
\ddot c_1+\frac{ivt}{\hbar}\dot c_1+\frac{J^2}{\hbar^2}c_1=0 .
$$

At large $|t|$ one solution varies slowly, as $t^{i\nu}$ with $\nu=J^2/\hbar v$. The other contains $e^{-ivt^2/2\hbar}$. A carrier that starts on the initial site follows the slow solution alone. Continue it from negative to positive $t$ along a large semicircle below the real axis. In the first quarter-turn the slow solution is the smaller of the two, and it keeps its form. In the second it is the larger, so any admixture of the other cannot alter its coefficient. The argument of $t$ rises by $\pi$, which multiplies $t^{i\nu}$ by $e^{-\pi\nu}$. The probability of staying is $e^{-2\pi\nu}$, and

$$
P=1-e^{-2\pi J^2/\hbar|v|},
$$

the Landau–Zener formula.

A lattice that passes $X=0$ with the carrier still on the first site soon turns back and crosses again. Assume the same speed and no interference. The latter would require a large phase $\int X\,dt/\hbar$ between the two crossings. The mean acceleration of the gap at $X=0$ is $\lambda\langle\omega^2\rangle$, so a lattice arriving with speed $v$ gathers a phase of about $2v^3/(3\hbar\lambda^2\langle\omega^2\rangle^2)$. For the root-mean-square speed at 600 K this is only about 0.4, so what follows is an estimate. Let $A$ be the probability that this carrier finally settles on the second site. At the return crossing it hops with probability $P$. It is then on the second site, but on the side of the crossing from which the lattice must turn back once more. By symmetry it settles there with probability $1-A$. Hence $A=P(1-A)$, or $A=P/(1+P)$. The total probability per approach is

$$
P+(1-P)\frac{P}{1+P}=\frac{2P}{1+P}.
$$

For small $P$ this is $2P$, one contribution from each of the two crossings, in agreement with (9). For $P\to1$ every approach succeeds, and the rate is the one-way flux. The velocity has variance $2\lambda kT\langle\omega^2\rangle$, with the same weighting as before, so

$$
k\to p(0)\int_0^\infty v\,w(v)\,dv
=\frac{\sqrt{\langle\omega^2\rangle}}{2\pi}\,e^{-\lambda/4kT}.
$$

The factor $T^{-1/2}$ has gone, and the mobility prefactor varies as $T^{-1}$. This limit still leaves out the lowering of the barrier by $J$. It also assumes that the lattice relaxes after the hop. In a narrow phonon band the lattice can return to the crossing about one period later and carry the charge back, which makes the rate somewhat smaller than the one-way flux.

In this estimate, at 600 K and $J=5$ meV, averaging over the velocities reduces the nonadiabatic rate by a factor of 0.953, and the local power of $T$ in the mobility prefactor is $-1.48$. At $J=50$ meV, with all else fixed, the factor is 0.317 and the power is $-1.19$. The second case is outside the regime of (1).

### Strong fields and disorder

At 1 MV/cm, $\delta=0.1\ \mathrm{V/nm}\times0.22\ \mathrm{nm}\times e=22$ meV. The ratio $u/F$ exceeds its weak-field value by 0.6% at 600 K and by 2.6% at 300 K. For this hop length, the field matters far less than tunnelling at room temperature. Whether a given oxide withstands such a field without breakdown is a separate question.

Site disorder is more serious. Give each site a random energy with a Gaussian standard deviation of 50 meV, keeping $J$, $\lambda$ and the positions fixed. In the steady state of the hopping equations, averaged over eight samples of 864 sites, the mobility falls to 0.74 of its ordered value at 600 K and to 0.30 at 300 K. The standard deviations between samples are 0.015 and 0.04.

Disorder therefore steepens the temperature dependence, whereas tunnelling flattens it. If the two factors are simply multiplied, which neglects their interplay, their effects on the mean slope between 300 and 600 K are about $+0.046$ and $-0.041$ eV, the first uncertain by some 0.003 eV from the spread between samples. They nearly cancel for these parameters. A mean slope of $\ln(\mu T^{3/2})$ close to $\lambda/4$ would then not establish that either effect is absent.

### The model beside a real oxide

The site lattice is modelled on the cations of MnO above its magnetic ordering temperature, which form an fcc lattice with $a\approx0.44$ nm. The phonon energies near 50 meV and the barrier of 0.3 eV are round values chosen for the example, not measured values for MnO. The coupling of 5 meV was chosen to make the hop nonadiabatic and is not a value for MnO either. It stands for a root-mean-square coupling over disordered spins, with correlations between successive hops neglected. Couplings of tens of meV are plausible in transition-metal oxides, and the weak-coupling assumption can then fail, as the case of 50 meV shows. Going from 5 to 50 meV at 600 K raises $J^2$ by 100, but the mobility, in the crossing estimate, only by $100\times0.317/0.953\approx33$. This figure leaves out the returns of the lattice after a period, which lower it somewhat. For two isolated sites the lower energy surface also passes about $J$ below the crossing, which would add a factor of roughly $e^{50/51.7}\approx2.6$. This is not a bound on the fcc lattice, where the other neighbours mix in as well. If the distortion is local to each site, the polaron is bound by $\lambda/2=0.6$ eV. If in addition all couplings have the sign that puts the edge of the free band at $-12J$, also $-0.6$ eV, the polaron is barely stable and the barrier falls by much more than $J$. In an amorphous film, disorder in energies, distances and couplings enters as well, and only the first of these was sized here. Traps and grain boundaries are also left out. The calculated mobility is thus a property of the stated model, not a prediction for an MnO film. Nor does the law apply to amorphous oxides whose electrons move in extended states, as in indium gallium zinc oxide, where mobilities are roughly 10 cm²/Vs.

The numerical output gives the remaining temperatures and intermediate values.

## Numbers as computed

```
reorganization energy lambda = 1.20 eV
barrier lambda/4 = 0.300 eV
coupling J = 5.0 meV
lattice constant a = 0.44 nm
hop length a/sqrt2 = 0.311 nm
phonon band centre = 50 meV, half-width = 15 meV
rms phonon energy = 50.56 meV
sum of Huang-Rhys factors = 24.57
main temperature = 600 K, kT = 0.05170 eV
600 K: gap standard deviation = 0.3523 eV
600 K: barrier/kT = 5.8023
600 K: activated factor = 3.0207e-03
600 K: rate prefactor = 2.7027e+11 1/s
600 K: hop rate to one neighbour = 8.1641e+08 1/s
600 K: diffusion coefficient = 1.5806e-06 cm2/s
600 K: mobility = 3.0570e-05 cm2/Vs
T (K), Marcus mobility (cm2/Vs), quantum-phonon mobility (cm2/Vs), ratio
  300  2.612e-07  6.562e-07  2.512
  400  3.087e-06  4.682e-06  1.517
  600  3.057e-05  3.499e-05  1.145
  800  8.469e-05  9.004e-05  1.063
  1000  1.447e-04  1.496e-04  1.034
600 K: ratio from leading quantum correction = 1.148
300 K: ratio from leading quantum correction = 2.744
high-T power of T from quantum phonons (3000-6000 K) = -1.5024
600 K: slope barrier from ln(mu) = 0.2224 eV
600 K: slope barrier from ln(mu T^1.5) = 0.3000 eV
600 K: same with quantum phonons = 0.2806 eV
formal mobility maximum at T = 2321 K
density-wave D over a^2 k = 0.9774
600 K, J = 5 meV: crossing factor = 0.953, prefactor power of T = -1.481
600 K, J = 50 meV: crossing factor = 0.317, prefactor power of T = -1.190
strong field = 1.0 MV/cm
site disorder = 50 meV, 8 samples of 864 sites
300 K: mobility factor from strong field = 1.0264
300 K: mobility factor from disorder = 0.301, sample spread = 0.040
600 K: mobility factor from strong field = 1.0056
600 K: mobility factor from disorder = 0.737, sample spread = 0.015
```
